# Thermally Activated Leakage Can Still Be Tunnelling: Multiphonon Capture in Hafnia Capacitors

**The argument under comment.** The leakage of a thin hafnia-based capacitor gives a nearly straight Arrhenius plot between 300 and 400 K, with a slope of about 0.18 eV. The tunnelling probability through a fixed barrier contains no temperature. The argument concludes that the electrons do not tunnel, and it reads an emission barrier from the slope.

The first two statements can both be true. The question is whether the conclusion follows, and for that one needs the temperature derivative of a current in which tunnelling and heat both take part.

## A model in which both occur

One trap sits at distance $x$ from the cathode in a film of thickness $d$. It holds no electron or one electron of either spin. Energies are measured from the cathode Fermi level, so the anode Fermi level is $\mu_R=-eFd$. The band edge is $U(x)=\varphi-eFx$, with $F$ the magnitude of the field.

The trap couples linearly to one phonon mode. With $N=a^\dagger a$ and zero-point energy omitted, the lattice Hamiltonians of the empty and filled trap are

$$H_0=\hbar\omega N,\qquad H_1=\varepsilon+\hbar\omega(a^\dagger-\sqrt S)(a-\sqrt S)=\varepsilon+DH_0D^\dagger,$$

where $D=e^{\sqrt S(a^\dagger-a)}$ shifts the oscillator, $\varepsilon$ is the relaxed trap level and $\lambda=S\hbar\omega$ is the relaxation energy. The tunnelling element $V_k$ to electrode state $k$ is weak and independent of the lattice coordinate, and the lattice equilibrates between events.

For capture with the lattice going from level $n$ to $m=n+p$, energy conservation requires $E_k+n\hbar\omega=\varepsilon+m\hbar\omega$, hence $E_k=E_p\equiv\varepsilon+p\hbar\omega$. Define $\Gamma(E)=2\pi\sum_k|V_k|^2\delta(E-E_k)$ per spin. The golden rule, summed over two spins, gives

$$c=\frac{2}{\hbar}\sum_p\Gamma(E_p)f(E_p)L_p,\qquad L_p=\sum_n w_n|\langle n+p|D^\dagger|n\rangle|^2, \tag{1}$$

where $f$ is the Fermi function and $w_n$ the thermal weight of level $n$.

The spatial factor follows from the electrode wave's tail at the trap, since $|V_k|^2$ is proportional to its square:

$$\Gamma(E)=\Gamma_0e^{-2\int_0^x\kappa\,dx'},\qquad \kappa=\frac{\sqrt{2m(U-E)}}{\hbar}.$$

Integrating the square root of the linear barrier gives

$$2\int_0^x\kappa\,dx'=\frac{4\sqrt{2m}}{3\hbar eF}\left[(\varphi-E)^{3/2}-(\varphi-eFx-E)^{3/2}\right].$$

It contains no temperature, as the argument says. The slowly varying WKB prefactor is absorbed in $\Gamma_0$.

## The phonon weights

To sum (1), form the generating function

$$\sum_pL_pe^{ip\theta}=\left\langle D\,e^{i\theta N}D^\dagger e^{-i\theta N}\right\rangle=\langle e^Ae^B\rangle,$$

with $A=\sqrt S(a^\dagger-a)$ and $B=-\sqrt S(a^\dagger e^{i\theta}-ae^{-i\theta})$. Their commutator is a number:

$$[A,B]=-S(e^{-i\theta}-e^{i\theta})=2iS\sin\theta .$$

Therefore $e^Ae^B=e^{A+B}e^{iS\sin\theta}$. Here $A+B=\alpha a^\dagger-\alpha^*a$, with $\alpha=\sqrt S(1-e^{i\theta})$ and $|\alpha|^2=2S(1-\cos\theta)$. A linear operator $X$ in a thermal oscillator is Gaussian, so $\langle e^X\rangle=e^{\langle X^2\rangle/2}$. For $X=A+B$, $\langle X^2\rangle=-|\alpha|^2(2\bar n+1)$. With $\beta=1/kT$, $y=\beta\hbar\omega/2$ and $2\bar n+1=\coth y$, the generating function becomes

$$\exp[-S\coth y+S(\coth y\cos\theta+i\sin\theta)]
=\exp\left[-S\coth y+\frac{S}{\sinh y}\cos(\theta-iy)\right].$$

The expansion $e^{z\cos\phi}=\sum_pI_p(z)e^{ip\phi}$ at $\phi=\theta-iy$ gives

$$L_p=e^{-S\coth y+py}\,I_p\!\left(\frac{S}{\sinh y}\right). \tag{2}$$

Because $I_{-p}=I_p$, this obeys $L_{-p}=e^{-p\beta\hbar\omega}L_p$.

Emission that releases $p$ phonons leaves the electron at $\varepsilon-p\hbar\omega$. Relabelling $p\to-p$,

$$e=\frac1\hbar\sum_p\Gamma(E_p)[1-f(E_p)]L_{-p}.$$

Now insert $1-f=fe^{\beta(E_p-\mu)}$. The exponents combine to $\beta(\varepsilon-\mu)$ for every $p$, so $c/e=2e^{-\beta(\varepsilon-\mu)}$ at each electrode.

The golden rule was tested by exact diagonalization of a trap, one oscillator and 64 empty band levels, with no Franck–Condon factor supplied. In units of the phonon quantum, the trap level was 0, the band ran from $-0.5$ to 7.5, and the width was 0.01, with $S=2$. The decay rate divided by the width was 0.1358 from the oscillator's ground state, against $e^{-2}=0.1353$. At $\hbar\omega/kT=1.5$ it was 0.1958, against 0.1955 from (2) summed over the open channels.

## What the Arrhenius slope measures

Let the material parameters be independent of temperature. The overlaps in (1) are then fixed numbers, and $w_n\propto e^{-\beta n\hbar\omega}$. Differentiating the normalized weights gives

$$-\frac{\partial\ln L_p}{\partial\beta}=\langle n\hbar\omega\rangle_{p}-\langle n\hbar\omega\rangle_{\rm thermal},$$

where the first average runs over initial lattice states weighted by their contribution to channel $p$. For the electrons, $\ln f=-\ln(1+e^{\beta E})$ gives $-\partial\ln f/\partial\beta=E(1-f)$. Averaging over capture events,

$$-\frac{\partial\ln c}{\partial\beta}=
\left\langle-\frac{\partial\ln L_p}{\partial\beta}\right\rangle+\left\langle E_p(1-f)\right\rangle. \tag{3}$$

The first term is lattice heat and the second is electron-supply heat. The width $\Gamma$ appears only in the weights of the averages. At fixed $\varepsilon$, the distance derivative is instead

$$-\frac{\partial\ln c}{\partial x}=\langle2\kappa(x,E)\rangle. \tag{4}$$

Temperature probes how the event obtains its energy; distance probes how the electron crosses. The argument uses an answer to the first question as if it answered the second.

Two limits show the range of behaviour. For $\hbar\omega\to0$ at fixed $\lambda$ and $T$, the generating function gives $p$ a mean $S$ and a variance $S\coth y\simeq2SkT/\hbar\omega$. In energy this is a Gaussian with mean $\lambda$ and variance $2\lambda kT$:

$$\frac{L_p}{\hbar\omega}\to\frac{1}{\sqrt{4\pi\lambda kT}}\exp\left[-\frac{(\lambda-E+\varepsilon)^2}{4\lambda kT}\right].$$

This is Marcus activation: the lattice must fluctuate until the trap level meets the electron's energy.

On cooling, only $n=0$ remains, and $L_p\to e^{-S}S^p/p!$ for $p\ge0$. If $\varepsilon<0$, filled electrode states can still feed the trap, elastically or with phonons emitted, and the rate reaches a plateau. If $\varepsilon>0$, these channels need electrons from the Fermi tail. Channels with $p<0$ need phonons. A channel with $p\ge0$ costs $e^{-\beta(\varepsilon+p\hbar\omega)}$. A channel with $p<0$ costs $e^{-\beta|p|\hbar\omega}$ for the phonons and, if $E_p>0$, a further $e^{-\beta E_p}$ for the electron, in total $e^{-\beta\varepsilon}$. If $E_p<0$, the phonons alone cost more than that. The cheapest channels therefore carry the factor $e^{-\beta\varepsilon}$, so the slope tends to $\varepsilon$ and there is no plateau.

## From capture to current

In steady state the trap occupation is $P=(c_L+c_R)/(c_L+c_R+e_L+e_R)$. The electron current into the anode is $e[e_RP-c_R(1-P)]$. The terms $c_Re_R$ cancel, leaving

$$I=e\,\frac{c_Le_R-c_Re_L}{c_L+c_R+e_L+e_R}. \tag{5}$$

By detailed balance $c_Re_L/(c_Le_R)=e^{-eFd/kT}$. If $eFd\gg kT$ and $e_R$ is much the largest rate, $I\simeq ec_L$ and the current inherits (3).

## Numbers for the disputed slope

Take $d=8$ nm, $F=1.5$ MV/cm, $\varphi=2.0$ eV and $m=0.2\,m_e$. The trap is at 4 nm, 1.5 eV below the local band edge, so $\varepsilon=2.0-0.6-1.5=-0.1$ eV. The mode has $\hbar\omega=0.07$ eV and $S=17$, hence $\lambda=1.19$ eV. The scale is set by $\Gamma_0=0.1$ eV and $10^{12}$ traps per cm².

At 350 K the rates are $c_L=1.43$, $e_L=0.026$ and $e_R=485$ s⁻¹, with $c_R$ negligible. Equation (5) gives 1.43 electrons per second per trap, and

$$J=(1.60\times10^{-19}\,{\rm C})(10^{12}\,{\rm cm^{-2}})(1.43\,{\rm s^{-1}})=2.3\times10^{-7}\ {\rm A/cm^2}.$$

From 300 to 400 K the current rises 5.9-fold. The Arrhenius fit has slope 0.184 eV and $R^2=0.9986$, and $\ln J$ stays within 0.04 of the line. With all traps at 4 nm, the model therefore reproduces the disputed slope. The local slope nevertheless grows from 0.16 to 0.21 eV over that range.

At 350 K, (3) reads $0.135+0.052=0.187$ eV, lattice plus electrons. The captured electrons have a mean energy of 0.04 eV, which is 1.96 eV below the barrier top at the cathode. Even at 400 K the over-barrier share is about $10^{-15}$ for capture and $5\times10^{-10}$ for emission.

With $\varepsilon$ fixed, the capture rate falls by 5.47 e-folds per nm at 100 K and 5.31 at 400 K. The small change comes through the energy weights in (4): hotter electrons have a smaller $\kappa$. An Airy-function solution for the tail gives 5.28 per nm at 350 K, against 5.34 from WKB without its prefactor. Moving the trap from 4 to 1 nm at the same level changes the capture slope only from 0.187 to 0.178 eV.

Removing the lattice coupling at fixed $\varepsilon$ leaves a slope of $-0.0035$ eV. This agrees with $\varepsilon[1-f(\varepsilon)]=-0.1\times0.035$ eV. The activation in this example therefore requires the lattice coupling.

At 50 K the current is $1.2\times10^{-9}$ A/cm² and its slope vanishes to the printed precision. The open channels are $p=0$ and 1, at $-0.10$ and $-0.03$ eV. The classical Marcus barrier at the Fermi level, $(1.19-0.10)^2/(4\times1.19)=0.25$ eV, would not give this plateau; the quantum lattice does.

A Richardson plot of $\ln(J/T^2)$ against $1/T$, corrected by the image lowering of 0.23 eV, would report a barrier of 0.36 eV. The barrier in the model is 2.0 eV.

## How far the example carries

The parameters are rough typical values for hafnium-zirconium oxide between titanium nitride electrodes, not a fit to a film. The absolute current is the least secure result:

- A mass of $0.25\,m_e$ multiplies it by 0.06 at 350 K.
- The parabolic $\kappa$ is used as far as 2 eV below the band edge. Two-band dispersion, $\kappa^2\propto(U-E)[1-(U-E)/E_g]$ with a gap $E_g$ of about 5.5 eV, lowers $\kappa$ and raises the current roughly 50-fold at 350 K.
- Image forces multiply the cathode tunnelling factor at the Fermi level by about 3.
- The full trap charge corresponds to 0.06 MV/cm for a static permittivity of 30. Applied as a uniform field increase, with the bias rising accordingly, this multiplies the current by 1.5. This is only a measure of sensitivity: the real field change varies across the film, and its sign at the cathode depends on whether the filled or the empty trap is charged.

The slope also moves, and strongly so with the trap level. The Marcus barrier at the Fermi level, $(\lambda+\varepsilon)^2/4\lambda$, changes by $(\lambda+\varepsilon)/2\lambda\simeq0.46$ eV per eV of level shift, so an uncertainty of 0.2 eV in the trap depth alone shifts the slope by roughly 0.1 eV. The agreement with 0.18 eV therefore shows that such a slope is possible, not that these parameters describe the film. A 0.04 eV phonon at the same $\lambda$ gives 0.24 eV at 350 K. If the band edge falls by 0.1 meV/K and the trap follows it, the slope becomes 0.21 eV, part of which is parameter drift outside (3).

Real films contain many traps. At fixed depth below the band edge, a trap at 3 nm gives a slope of 0.11 eV and one at 5 nm gives 0.14 eV, both below the 4 nm value. At 5 nm the level lies deeper, at $-0.25$ eV, which lowers the Marcus barrier. At 3 nm the level lies at $+0.05$ eV and the anode is 5 nm away. Emission into the anode is then slower than exchange with the cathode and limits the current, so (3) no longer gives the slope. Trap chains, a spread of phonon modes and polarization switching are not included and could change the slope further.

Between 300 and 400 K, competing paths are small for these parameters. Trap-free tunnelling, computed with parabolic $\kappa$ and without image forces, carries $2\times10^{-11}$ A/cm² at 300 K, and thermionic emission over the image-lowered barrier $10^{-15}$ A/cm² at 400 K. Two-band dispersion acts over the full 8 nm of the trap-free path and raises its transmission at the Fermi level several hundredfold, more than it raises the trap current; that path then stays small at 300 K but is no longer negligible beside the 50 K plateau. A Poole–Frenkel estimate adds 1.5 s⁻¹ to an emission rate of 589 s⁻¹ at 400 K, which leaves the capture-limited current unchanged to the printed digits.

## Recommendation

The exclusion of tunnelling should be withdrawn. The slope does not establish trap-assisted tunnelling either, since emission from a shallow trap or over a low barrier can also be activated. A low-temperature plateau would show that some path needs no heat, but trap-free tunnelling can supply one too. Stronger evidence would be a capture-limited current that falls with the trap's distance from the cathode as (4) predicts, at fixed trap level and barrier shape. When emission into the anode limits the current, moving the trap towards the anode raises it instead. Changing the film thickness alone does not guarantee those conditions, because trap positions and internal fields may change with it. The numerical output below gives the rates and most of the sensitivities on which this assessment rests; the two-band and trap-depth figures are separate estimates.

## Numbers as computed

```
film 8.0 nm, field 1.50 MV/cm, bias 1.20 V
barrier 2.0 eV, mass 0.2 m_e, trap at 4.0 nm, depth 1.5 eV
phonon 0.07 eV, relaxation 1.19 eV, S = 17.00
Gamma0 0.1 eV, areal trap density 1.0e+12 cm^-2
relative permittivity: optical 4.0, static 30.0
relaxed trap level -0.100 eV from cathode Fermi level
exact dynamics, cold: rate/width 0.1358, golden rule 0.1353
exact dynamics, warm: rate/width 0.1958, golden rule 0.1955
T 50 K: J 1.240e-09 A/cm2, local Ea 0.0000 eV
T 100 K: J 1.409e-09 A/cm2, local Ea 0.0061 eV
T 200 K: J 8.679e-09 A/cm2, local Ea 0.0842 eV
T 300 K: J 8.782e-08 A/cm2, local Ea 0.1599 eV
T 350 K: J 2.287e-07 A/cm2, local Ea 0.1870 eV
T 400 K: J 5.198e-07 A/cm2, local Ea 0.2096 eV
J(400 K)/J(300 K) = 5.92
J(300 K)/J(50 K) = 70.8
Arrhenius fit 300-400 K: Ea 0.1842 eV, R^2 0.998587
largest deviation of ln J from line 0.0374
350 K capture Ea 0.1874 eV (explicit overlaps)
  lattice heat 0.1354 eV, electron heat 0.0520 eV
classical Marcus barrier at Fermi level 0.2496 eV
elastic control (no lattice coupling): Ea -0.0035 eV
350 K rates: capture L 1.432e+00, emission R 4.846e+02 1/s
350 K rates: emission L 2.600e-02, capture R 1.403e-13 1/s
350 K trap occupation 2.946e-03
350 K mean energy of captured electrons 0.0398 eV
  below barrier top by 1.960 eV
400 K over-barrier share: capture 1.3e-15, emission 5.2e-10
tunnelling factor to trap at Fermi level 4.311e-11
Airy tail 5.172e-11, WKB with prefactor 5.153e-11
attenuation 5.468 /nm at 100 K, 5.309 /nm at 400 K
attenuation at 350 K: WKB 5.341, Airy 5.282 /nm
capture Ea, same level: 0.1778 eV at 1 nm, 0.1874 eV at 4 nm
Schottky plot would report barrier 0.357 eV
image lowering 0.232 eV
trap-free tunnelling at 300 K 1.87e-11 A/cm2
thermionic current at 400 K 1.03e-15 A/cm2
Poole-Frenkel emission at 400 K 1.53e+00 1/s, right tunnelling 5.89e+02 1/s
  current factor if it is added 1.0000
image force: tunnelling factor times 3.13
full trap charge: field change 0.060 MV/cm, current times 1.53
barrier falling 0.1 meV/K: Ea 0.2093 eV instead of 0.1870 eV
mass 0.25 m_e: current at 350 K times 0.062
phonon 0.04 eV, same relaxation energy: Ea 0.2404 eV at 350 K
trap at 3.0 nm, 350 K: J 1.11e-07 A/cm2, Ea 0.1074 eV
trap at 5.0 nm, 350 K: J 8.70e-09 A/cm2, Ea 0.1351 eV
```
